**Electron diffusion ratio from the slope of drift speed**

The program examines the approximation D_L/D_T ≈ d ln W/d ln E, where D_L and D_T are the diffusion coefficients along and across the field E, and W is the drift speed. It asserts that hydrodynamic eigenvalues of the linearized moment equations agree with the derived ratio, including a case with unequal directional temperatures and heat flux. A two-term Boltzmann solver tests the approximation for constant collision frequency, constant cross section and a model molecular gas. For that gas at 20 Td, the field slope is 0.472 and the two-term diffusion ratio is 0.471; at 5 and 40 Td the differences are a few per cent. A Monte Carlo swarm gives a ratio of 0.486, and the program asserts agreement of W, D_L and D_T with the two-term values within 2%, 8% and 6%. A further assertion shows the approximation failing under negative differential conductivity, where the slope is negative but the diffusion ratio stays positive. The output also sizes heat flux, gas heating, radio-frequency modulation and space charge for the example.

## Numerical check

```python
"""
Result under test: for a dilute electron swarm in a uniform field E,
    D_L / D_T  ~  d ln W / d ln E
(momentum-transfer theory, equal directional temperatures, no heat flux).
W: drift speed; D_L, D_T: diffusion coefficients along and across E;
nu: momentum-transfer frequency; Omega: energy-loss rate per electron;
a = d ln nu / d ln Omega; h = heat flux / (n k T_L W); N: gas density.
Energies are in eV, cross sections in m^2, E/N in V m^2 (1 Td = 1e-21 V m^2).
Roads: eigenvalues of moment equations, two-term Boltzmann solution with
density-gradient expansion, and a Monte Carlo swarm.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as sc
from scipy.optimize import brentq

e, me, kB = sc.e, sc.m_e, sc.k
speed_1eV = np.sqrt(2 * e / me)
Td = 1e-21


# ---------- 1. Moment equations: hydrodynamic eigenvalues (m = q = 1) ----------
def nu_f(x):
    return 0.5 + x**0.7


def om_f(x):
    return 0.3 * x**1.4 + 0.1 * x**2 / (1 + x)


def derivative(f, x, d=1e-5):
    return (f(x + d) - f(x - d)) / (2 * d)


def uniform_state(field):
    eps = brentq(lambda x: field**2 / nu_f(x) - om_f(x), 1e-6, 1e3,
                 xtol=1e-13, rtol=1e-13)
    return eps, field / nu_f(eps)


def moment_modes(field, r, h, k=3e-4):
    """r = T_L/T_T. Returns D_L and D_T from decay rates of density waves."""
    eps, v = uniform_state(field)
    nu, dnu, dom = nu_f(eps), derivative(nu_f, eps), derivative(om_f, eps)
    tt = (eps - v**2 / 2) / (1 + r / 2)
    assert tt > 0
    tl = r * tt
    tt_e, tt_v = 1 / (1 + r / 2), -v / (1 + r / 2)
    tl_e, tl_v = r * tt_e, r * tt_v
    ik = 1j * k
    # unknowns: density, longitudinal velocity, mean energy
    along = np.array([
        [-ik * v, -ik, 0],
        [-ik * tl, -ik * v - nu - ik * tl_v, -ik * tl_e - dnu * v],
        [-ik * (1 + h) * v * tl, field - ik * (1 + h) * (tl + v * tl_v),
         -ik * v - dom - ik * (1 + h) * v * tl_e]])
    # unknowns: density, transverse velocity, longitudinal velocity, energy
    across = np.array([
        [0, -ik, 0, 0],
        [-ik * tt, -nu, -ik * tt_v, -ik * tt_e],
        [0, 0, -nu, -dnu * v],
        [0, -ik * (1 + h) * tt, field, -dom]])
    out = []
    for mat in (along, across):
        lam = np.linalg.eigvals(mat)
        out.append(-lam[np.argmin(abs(lam))].real / k**2)
    return out[0], out[1], tt / nu


moment_rows = []
for field, r, h in [(1.0, 1.0, 0.0), (2.5, 1.0, 0.0), (1.0, 1.3, -0.2)]:
    dl, dt, dt_formula = moment_modes(field, r, h)
    s = 1e-4
    slope_m = np.log(uniform_state(field * (1 + s))[1]
                     / uniform_state(field * (1 - s))[1]) / np.log((1 + s) / (1 - s))
    x0 = uniform_state(field)[0]
    a_m = (derivative(nu_f, x0) / nu_f(x0)) * om_f(x0) / derivative(om_f, x0)
    predicted = r * (slope_m - a_m * h / (1 + a_m))
    assert abs(dt / dt_formula - 1) < 1e-3
    assert abs(slope_m - (1 - a_m) / (1 + a_m)) < 1e-5
    assert abs(dl / dt - predicted) < 1e-3
    moment_rows.append((field, r, h, dl / dt, predicted))


# ---------- 2. Two-term Boltzmann equation with density gradients ----------
def two_term(EN, sig_m, sig_i, U, mass_ratio, kTg, umax=12.0, n=960):
    """mass_ratio = electron mass / molecule mass; kTg in eV."""
    w, du = speed_1eV, umax / n
    uc, uf = (np.arange(n) + 0.5) * du, np.arange(1, n) * du
    grad = sp.diags([-np.ones(n - 1), np.ones(n - 1)], [0, 1],
                    shape=(n - 1, n), format="csr") / du
    mean = sp.diags([np.ones(n - 1), np.ones(n - 1)], [0, 1],
                    shape=(n - 1, n), format="csr") / 2
    st = sig_m(uf) + sig_i(uf)
    loss = 2 * mass_ratio * sig_m(uf) * w * uf**2
    flux = (-sp.diags(EN**2 * w * uf / (3 * st)) @ grad
            - sp.diags(loss) @ (mean + kTg * grad))
    A = (grad.T @ flux).toarray()
    rate = sig_i(uc) * w * uc
    shift = int(round(U / du))
    idx = np.arange(shift, n)
    if np.any(rate > 0):
        assert abs(shift * du - U) < 1e-9
        A[idx, idx] -= rate[idx]
        A[idx - shift, idx] += rate[idx]
    scale = np.abs(A).max(axis=1)
    B = A / scale[:, None]
    B[0] = np.sqrt(uc) * du

    def solve(rhs, norm):
        b = rhs / scale
        b[0] = norm
        return np.linalg.solve(B, b)

    F = solve(np.zeros(n), 1.0)
    F1 = -(EN / st) * (grad @ F)
    W = w / 3 * np.sum(uf * F1) * du
    source = w / 3 * (mean.T @ (uf * F1)) - W * np.sqrt(uc) * F
    known = -(mean @ F) / st + W * F1 / (st * w * np.sqrt(uf))
    G = solve(source - grad.T @ (EN * w * uf * known / 3), 0.0)
    G1 = -(EN / st) * (grad @ G) + known
    eps = np.sum(uc**1.5 * F) * du
    kT = 2 / 3 * (eps - (W / w)**2)
    energy_flux = w / 3 * np.sum(uf**2 * F1) * du
    return dict(W=W, eps=eps, kT=kT,
                NDL=-w / 3 * np.sum(uf * G1) * du,
                NDT=w / 3 * np.sum(uf * (mean @ F) / st) * du,
                h=(energy_flux / W - eps) / kT - 1,
                tail=np.sum((np.sqrt(uc) * F)[uc > 6]) * du)


def with_slope(EN, *args, **kw):
    s = 1.01
    lo, mid, hi = [two_term(x, *args, **kw) for x in (EN / s, EN, EN * s)]
    mid["slope"] = np.log(hi["W"] / lo["W"]) / (2 * np.log(s))
    mid["relax"] = EN * (s * hi["W"] - lo["W"] / s) / (hi["eps"] - lo["eps"])
    mid["ratio"] = mid["NDL"] / mid["NDT"]
    return mid


mass_u = 30.0
M = mass_u * sc.atomic_mass
mr = me / M
sigma0 = 1e-19


def none(u):
    return np.zeros_like(u)


def flat(u):
    return sigma0 + 0 * u


# constant collision frequency, then constant cross section, cold gas
const_nu = with_slope(sigma0 * np.sqrt(6 * mr), lambda u: sigma0 / np.sqrt(u),
                      none, 0.0, mr, 0.0, umax=25.0)
const_sig = with_slope(sigma0 * np.sqrt(3 * mr), flat, none, 0.0, mr, 0.0, umax=6.0)
assert abs(const_nu["slope"] - 1) < 5e-3 and abs(const_nu["ratio"] - 1) < 5e-3
assert abs(const_nu["h"]) < 1e-2
assert abs(const_sig["slope"] - 0.5) < 5e-3
assert abs(const_sig["ratio"] / const_sig["slope"] - 1) < 0.03

# ---------- 3. Example gas ----------
U, ramp = 0.2, 0.5e-20
Tg, p_torr, EN_td, gap, ne = 300.0, 1.0, 20.0, 0.03, 1e16


def sig_in(u):
    return ramp * np.maximum(u - U, 0)


gas = (flat, sig_in, U, mr)
kTg = kB * Tg / e
N = p_torr * sc.torr / (kB * Tg)
EN = EN_td * Td
E = EN * N
ex = with_slope(EN, *gas, kTg)
coarse = two_term(EN, *gas, kTg, n=480)
assert abs(coarse["NDL"] / ex["NDL"] - 1) < 0.01
sweep = [(x, with_slope(x * Td, *gas, kTg)) for x in (5.0, 10.0, 40.0)]
assert abs(ex["ratio"] / ex["slope"] - 1) < 0.10
assert abs(sweep[-1][1]["ratio"] / sweep[-1][1]["slope"] - 1) < 0.10

# negative differential conductivity: the relation must fail
ndc = with_slope(EN, lambda u: sigma0 * (0.1 + u),
                 lambda u: np.where(u > U, ramp, 0.0), U, mr, kTg)
assert ndc["slope"] < 0 < ndc["ratio"]

# ---------- 4. Monte Carlo swarm, no two-term assumption ----------
rng = np.random.default_rng(7)
n_el = 12000


def directions(n):
    c, ph = rng.uniform(-1, 1, n), rng.uniform(0, 2 * np.pi, n)
    s = np.sqrt(1 - c * c)
    return np.array([s * np.cos(ph), s * np.sin(ph), c])


acc = e * E / me
nu_max = N * (sigma0 + sig_in(9.0)) * speed_1eV * 3.0
window = 2 / (N * ex["relax"])
vel = rng.normal(size=(3, n_el)) * np.sqrt(e * ex["kT"] / me)
burn, kept = 4, 10
steps, v_mean, v_sq = [], [], []
for j in range(burn + kept):
    left, disp = np.full(n_el, window), np.zeros((3, n_el))
    while left.max() > 0:
        t = rng.exponential(1 / nu_max, n_el)
        candidate = t < left
        t = np.minimum(t, left)
        left -= t
        disp += vel * t
        disp[2] += acc * t * t / 2
        vel[2] += acc * t
        v2 = np.einsum("ij,ij->j", vel, vel)
        u = v2 / speed_1eV**2
        pick = rng.random(n_el) * nu_max / (N * np.sqrt(v2))
        s_in = sig_in(u)
        hit = np.nonzero(candidate & (pick < sigma0 + s_in))[0]
        inelastic = pick[hit] < s_in[hit]
        i1, i0 = hit[inelastic], hit[~inelastic]
        vel[:, i1] = directions(i1.size) * np.sqrt(v2[i1] - U * speed_1eV**2)
        vg = rng.normal(size=(3, i0.size)) * np.sqrt(kB * Tg / M)
        g = np.linalg.norm(vel[:, i0] - vg, axis=0)
        vel[:, i0] = (me * vel[:, i0] + M * vg
                      + M * g * directions(i0.size)) / (me + M)
    if j >= burn:
        steps.append(disp)
        v_mean.append(vel.mean(axis=1))
        v_sq.append((vel**2).mean(axis=1))
steps = np.array(steps)
W_mc = steps[:, 2].mean() / window
dev = steps - steps.mean(axis=2, keepdims=True)
cov = [(dev[:kept - q] * dev[q:]).mean(axis=(0, 2)) for q in range(3)]
D_mc = (cov[0] + 2 * cov[1] + 2 * cov[2]) / (2 * window)
DL_mc, DT_mc = D_mc[2], (D_mc[0] + D_mc[1]) / 2
temps = me / e * (np.mean(v_sq, axis=0) - np.mean(v_mean, axis=0)**2)
TL_mc, TT_mc = temps[2], (temps[0] + temps[1]) / 2
DL, DT = ex["NDL"] / N, ex["NDT"] / N
# tolerances: about four statistical standard errors plus two-term error
assert abs(W_mc / ex["W"] - 1) < 0.02
assert abs(DT_mc / DT - 1) < 0.06
assert abs(DL_mc / DL - 1) < 0.08

# ---------- 5. Size of neglected effects ----------
mu = ex["W"] / E
DT_mtt = ex["kT"] * mu
a = (1 - ex["slope"]) / (1 + ex["slope"])
heat_term = -a * ex["h"] / (1 + a)
relax = N * ex["relax"]
T_hot = 500.0
hot = with_slope(EN * T_hot / Tg, *gas, kB * T_hot / e)
debye = np.sqrt(sc.epsilon_0 * ex["kT"] / (ne * e))
ln_coul = np.log(12 * np.pi * ne * debye**3)
v_rms = speed_1eV * np.sqrt(ex["eps"])
nu_ee = ne * e**4 * ln_coul / (4 * np.pi * sc.epsilon_0**2 * me**2 * v_rms**3)
n_free = sc.epsilon_0 * ex["kT"] / (e * gap**2)
length = max(ex["W"] / relax, np.sqrt(DT / relax))
f_rf = 13.56e6

print("MOMENT EQUATIONS (dimensionless): D_L/D_T eigenvalue, formula")
for f, r, h, x, y in moment_rows:
    print(f" E={f:.1f} T_L/T_T={r:.1f} h={h:.1f}: {x:.5f}, {y:.5f}")
print("COLD-GAS KINETIC LIMITS: d ln W/d ln E, kinetic D_L/D_T, h")
for name, q in (("constant frequency", const_nu), ("constant cross section", const_sig)):
    print(f" {name}: {q['slope']:.4f}, {q['ratio']:.4f}, {q['h']:.3f}")
print("EXAMPLE INPUTS")
print(f" molecule mass {mass_u:.0f} u; elastic cross section {sigma0*1e20:.1f} A^2")
print(f" inelastic threshold {U:.1f} eV; ramp {ramp*1e20:.1f} A^2/eV")
print(f" pressure {p_torr:.1f} Torr; gas temperature {Tg:.0f} K; E/N {EN_td:.0f} Td")
print(f" gas density {N*1e-6:.3e} cm^-3; field {E/100:.3f} V/cm")
print("EXAMPLE RESULTS (two-term kinetic unless stated)")
print(f" drift speed W {ex['W']*100:.4e} cm/s; mobility {mu*1e4:.4e} cm^2/Vs")
print(f" mean energy {ex['eps']:.4f} eV; kT {ex['kT']:.4f} eV")
print(f" a = d ln nu/d ln Omega: {a:.4f}")
print(f" momentum-transfer ratio d ln W/d ln E: {ex['slope']:.4f}")
print(f" kinetic D_L/D_T: {ex['ratio']:.4f}")
print(f" formula error: {100*(ex['slope']/ex['ratio']-1):.1f} %")
print(f" kinetic D_T {DT*1e4:.4e} cm^2/s; D_L {DL*1e4:.4e} cm^2/s")
print(f" momentum-transfer D_T {DT_mtt*1e4:.4e} cm^2/s")
print(f" momentum-transfer D_L {DT_mtt*ex['slope']*1e4:.4e} cm^2/s")
print("FIELD SWEEP: E/N, mean energy, d ln W/d ln E, kinetic D_L/D_T")
for x, q in sweep:
    print(f" {x:.0f} Td, {q['eps']:.3f} eV, {q['slope']:.4f}, {q['ratio']:.4f}")
print("MONTE CARLO AT THE EXAMPLE FIELD")
print(f" W {W_mc*100:.3e} cm/s; D_L/D_T {DL_mc/DT_mc:.3f}")
print(f" D_T {DT_mc*1e4:.3e} cm^2/s; D_L {DL_mc*1e4:.3e} cm^2/s")
print(f" kT_L {TL_mc:.3f} eV; kT_T {TT_mc:.3f} eV; T_L/T_T {TL_mc/TT_mc:.3f}")
print("NEGATIVE DIFFERENTIAL CONDUCTIVITY MODEL (20 Td)")
print(f" d ln W/d ln E {ndc['slope']:.3f}; kinetic D_L/D_T {ndc['ratio']:.3f}")
print("NEGLECTED EFFECTS")
print(f" heat-flux parameter h {ex['h']:.3f}; its term in the ratio {heat_term:+.4f}")
print(f" gas at {T_hot:.0f} K, same pressure and field: E/N {EN_td*T_hot/Tg:.1f} Td,")
print(f"  d ln W/d ln E {hot['slope']:.4f}, kinetic D_L/D_T {hot['ratio']:.4f}")
print(f" energy relaxation rate {relax:.3e} 1/s; length {length*1e3:.2f} mm")
print(f" gap {gap*1e3:.0f} mm; relaxation length/gap {length/gap:.3f}")
print(f" rf {f_rf/1e6:.2f} MHz: angular frequency/relaxation {2*np.pi*f_rf/relax:.2f}")
print(f" electron density {ne*1e-6:.1e} cm^-3; Debye length {debye*1e3:.4f} mm")
print(f" electron-electron rate/energy relaxation rate {nu_ee/relax:.2e}")
print(f" density where Debye length equals gap {n_free*1e-6:.2e} cm^-3")
print(f" fraction of electrons above 6 eV {ex['tail']:.1e}")
print("success")
```

Output:

```
MOMENT EQUATIONS (dimensionless): D_L/D_T eigenvalue, formula
 E=1.0 T_L/T_T=1.0 h=0.0: 0.47265, 0.47265
 E=2.5 T_L/T_T=1.0 h=0.0: 0.40529, 0.40529
 E=1.0 T_L/T_T=1.3 h=-0.2: 0.68300, 0.68300
COLD-GAS KINETIC LIMITS: d ln W/d ln E, kinetic D_L/D_T, h
 constant frequency: 1.0008, 1.0007, 0.001
 constant cross section: 0.5001, 0.4911, -0.212
EXAMPLE INPUTS
 molecule mass 30 u; elastic cross section 10.0 A^2
 inelastic threshold 0.2 eV; ramp 0.5 A^2/eV
 pressure 1.0 Torr; gas temperature 300 K; E/N 20 Td
 gas density 3.219e+16 cm^-3; field 6.438 V/cm
EXAMPLE RESULTS (two-term kinetic unless stated)
 drift speed W 4.0728e+06 cm/s; mobility 6.3265e+05 cm^2/Vs
 mean energy 1.2438 eV; kT 0.8261 eV
 a = d ln nu/d ln Omega: 0.3590
 momentum-transfer ratio d ln W/d ln E: 0.4717
 kinetic D_L/D_T: 0.4705
 formula error: 0.3 %
 kinetic D_T 6.1112e+05 cm^2/s; D_L 2.8751e+05 cm^2/s
 momentum-transfer D_T 5.2262e+05 cm^2/s
 momentum-transfer D_L 2.4650e+05 cm^2/s
FIELD SWEEP: E/N, mean energy, d ln W/d ln E, kinetic D_L/D_T
 5 Td, 0.387 eV, 0.6027, 0.5762
 10 Td, 0.678 eV, 0.5310, 0.5194
 40 Td, 2.320 eV, 0.4124, 0.4233
MONTE CARLO AT THE EXAMPLE FIELD
 W 4.064e+06 cm/s; D_L/D_T 0.486
 D_T 5.985e+05 cm^2/s; D_L 2.908e+05 cm^2/s
 kT_L 0.824 eV; kT_T 0.826 eV; T_L/T_T 0.998
NEGATIVE DIFFERENTIAL CONDUCTIVITY MODEL (20 Td)
 d ln W/d ln E -0.443; kinetic D_L/D_T 0.105
NEGLECTED EFFECTS
 heat-flux parameter h -0.246; its term in the ratio +0.0650
 gas at 500 K, same pressure and field: E/N 33.3 Td,
  d ln W/d ln E 0.4286, kinetic D_L/D_T 0.4359
 energy relaxation rate 3.469e+07 1/s; length 1.33 mm
 gap 30 mm; relaxation length/gap 0.044
 rf 13.56 MHz: angular frequency/relaxation 2.46
 electron density 1.0e+10 cm^-3; Debye length 0.0676 mm
 electron-electron rate/energy relaxation rate 9.36e-03
 density where Debye length equals gap 5.07e+04 cm^-3
 fraction of electrons above 6 eV 2.0e-06
success
```
